# Trap density of states from one transfer curve: the Grünewald inversion

**Definitions and conventions**

Consider a p-channel organic transistor with a homogeneous semiconductor film of thickness \(d\) and permittivity \(\varepsilon_s\), on an insulator of thickness \(l\) and permittivity \(\varepsilon_i\). The gate voltage is counted from flat band, \(U=|V_G-V_{FB}|\), and is positive in accumulation. The band bending \(V(x)\) is also counted positive, with \(x=0\) at the insulator and \(V_0=V(0)\). Energies \(E\) are measured from the transport edge into the gap. The Fermi level lies at \(E_F\) at flat band and at \(E=E_F-eV_0\) at the surface of the biased film. The elementary charge is \(e>0\), and \(\beta=e/kT\).

The drain voltage is small, so \(V\) depends on depth alone, and contact resistance is neglected. The drain current is then proportional to the depth-averaged conductivity \(\sigma(U)\), with \(\sigma_0=\sigma(0)\). Primes on \(\sigma\) denote derivatives with respect to \(U\). The band mobility is constant, and the mobile holes obey Boltzmann statistics, so the local conductivity is \(\sigma_0e^{\beta V(x)}\). The excess hole density \(n(V)\), trapped and free, vanishes at \(V=0\). Interface charge does not change with bias.

The numerical example uses round model parameters at 300 K, where \(kT/e=25.85\) mV: \(d=50\) nm, \(l=300\) nm, relative permittivities 3 and 4, and \(E_F=0.45\) eV. The density of states is the sum of two exponential tails, \(3\times10^{21}\) cm\(^{-3}\)eV\(^{-1}\) with decay energy 50 meV and \(10^{19}\) cm\(^{-3}\)eV\(^{-1}\) with 200 meV. The transfer curve follows from Poisson's equation in the finite film with Fermi–Dirac occupation, so the right answer is known.

**The naive scheme and its fault**

The simplest reading of the curve treats the film as uniformly bent. Then \(\sigma=\sigma_0e^{\beta V_0}\), which gives \(V_0=(kT/e)\ln(\sigma/\sigma_0)\). At \(U=20\) V the current ratio is 750.4, so this reading yields \(25.85\ln 750.4\approx171\) mV. The true surface bending is 296.7 mV. The state density would be assigned to an energy wrong by about 126 meV, more than twice the decay energy of the shallow tail.

The fault is screening. The holes sit in a thin layer at the insulator, while the measured \(\sigma\) is an average over the whole film. The potential profile is needed, and it depends on the unknown \(n(V)\). The way out is to eliminate the profile by using the surface field, which the gate voltage fixes.

**Eliminating the profile**

Poisson's equation is \(d^2V/dx^2=en(V)/\varepsilon_s\). Multiply by \(2\,dV/dx\) and integrate from the back of the film, where both \(V\) and its slope are taken as zero:
\[
\left(\frac{dV}{dx}\right)^2=\frac{2e}{\varepsilon_s}\int_0^{V}n(v)\,dv .
\]
The magnitude of the field is therefore a function \(F(V)\) of the local potential alone. At the surface, continuity of the displacement gives \(\varepsilon_sF(V_0)=\varepsilon_i(U-V_0)/l\). For now take \(V_0\ll U\):
\[
F(V_0)=\frac{\varepsilon_iU}{\varepsilon_sl}.
\]

Subtract the flat-band value from the depth average and change the variable from \(x\) to \(V\), with \(dx=-dV/F\):
\[
\sigma-\sigma_0=\frac{\sigma_0}{d}\int_0^d\left(e^{\beta V}-1\right)dx
=\frac{\sigma_0}{d}\int_0^{V_0}\frac{e^{\beta v}-1}{F(v)}\,dv .
\]
The integrand stays finite at \(v=0\), because numerator and denominator both vanish linearly there. The gate voltage enters through the upper limit only, so differentiation yields
\[
\sigma'=\frac{\sigma_0}{d}\,\frac{G}{F(V_0)}\frac{dV_0}{dU},\qquad G=e^{\beta V_0}-1 .
\]
Inserting the surface field gives
\[
G\,\frac{dV_0}{dU}=\frac{a}{\sigma_0}\,U\sigma',\qquad a=\frac{\varepsilon_id}{\varepsilon_sl}.
\]
The unknown charge has dropped out. Integrate from flat band. The left side gives \((e^{\beta V_0}-1-\beta V_0)/\beta\), and the right side is integrated by parts. The result is the Grünewald equation
\[
e^{\beta V_0}-\beta V_0-1=\frac{\beta aS}{\sigma_0},\qquad
S(U)=\int_0^Uu\,\sigma'(u)\,du=U\sigma-\int_0^U\sigma\,du .
\]
The left side rises monotonically for \(V_0>0\), so there is one positive root, which Newton's method finds. No derivative of the data is needed. In the example the equation gives 297.1 mV at 20 V, against the true 296.7 mV.

**Charge and density of states with fewer derivatives**

Differentiating \(F^2\) with respect to \(V_0\) gives \(2F\,dF/dV_0=2en/\varepsilon_s\), hence
\[
n(V_0)=\frac{\varepsilon_s}{e}F\frac{dF}{dV_0}=\frac{\varepsilon_i^2}{e\varepsilon_sl^2}\,U\frac{dU}{dV_0}.
\]
One could now differentiate the computed \(V_0(U)\) numerically, form \(n\), and differentiate again. The first of these operations is unnecessary, because \(dU/dV_0=\sigma_0G/(aU\sigma')\) is already known. Substitution cancels \(U\):
\[
n=K\frac{G}{\sigma'},\qquad K=\frac{\varepsilon_i\sigma_0}{eld}.
\]
Both forms were evaluated on the clean curve between 2 and 29 V and agree within 0.3 %.

A second differentiation, with \(d\sigma'/dV_0=\sigma''\,dU/dV_0\), gives
\[
\frac{dn}{dV_0}=K\left[\frac{\beta e^{\beta V_0}}{\sigma'}-\frac{G\sigma''}{\sigma'^2}\frac{dU}{dV_0}\right]
=K\left[\frac{\beta e^{\beta V_0}}{\sigma'}-\frac{\sigma_0G^2\sigma''}{aU\sigma'^3}\right].
\]
The density of states per unit energy is \(\bar N=(1/e)\,dn/dV_0\). With volts and electronvolts the two have the same numerical value.

In strong accumulation \(G\approx e^{\beta V_0}\approx\beta aS/\sigma_0\). Replacing one factor \(G\) in the second term by this expression leaves
\[
\frac{dn}{dV_0}\approx\beta n(1-r),\qquad r=\frac{S\sigma''}{U\sigma'^2},\qquad
n\approx\frac{K\beta a}{\sigma_0}\frac{S}{\sigma'} .
\]
Since \(K\propto\sigma_0\), the flat-band conductivity has cancelled from both densities at a given gate voltage. It survives in \(V_0\), that is, in the energy to which the density is assigned.

A power law \(\sigma\propto U^m\) shows what \(r\) means. Here \(S=mU^{m+1}/(m+1)\), with the prefactor of \(\sigma\) set to one, so \(r=(m-1)/(m+1)\) and \(1-r=2/(m+1)\). The ratio \(n/(dn/dV_0)=(kT/e)(m+1)/2\) is the local decay voltage of the charge. In the example \(r=0.5177\) at 16 V, which gives \(25.85/0.4823\approx54\) mV. This lies slightly above the 50 mV of the shallow tail, as expected when a slower tail contributes.

**Restoring the voltage across the semiconductor**

The neglect of \(V_0\) against \(U\) can be repaired without new formulas. The correct surface field is \(\varepsilon_iu/(\varepsilon_sl)\) with \(u=U-V_0\), and the gate voltage entered the derivation through this field alone. Every equation therefore holds with \(u\) in place of \(U\) and with derivatives taken along \(u\). Since \(V_0\) is unknown at first, one starts with \(u=U\), solves for \(V_0\), resets \(u=U-V_0\), and repeats until \(u\) settles.

At \(E=0.30\) eV, reached at 5.10 V, the unrefined density of states is 2.7 % above the thermally broadened input defined below. This is comparable with \(V_0/U=0.15/5.10\approx3\) %. Refinement lowers the largest error over the four energies 0.30, 0.25, 0.20 and 0.15 eV from 2.67 % to 0.35 %. Doubling the film thickness to 100 nm leaves both figures unchanged, so the assumption of zero potential at the back is not what limits them. That assumption needs a film several flat-band screening lengths \(\sqrt{\varepsilon_s/(e^2\bar N)}\) thick, and this length is about 10 nm in the example. In thinner films the deep end of the spectrum suffers first: at \(E=0.40\) eV the refined density is 4 % too low for \(d=20\) nm and 27 % too low for \(d=10\) nm.

The remaining 0.35 % can be traced to the Boltzmann assumption. The input curve uses the local conductivity of a constant band density, proportional to \(\ln(1+e^{-E/kT})\approx e^{-E/kT}(1-q/2)\), with \(q=e^{-E/kT}\) at the surface. The integral over \(V\) carries the factor \(1-q/4\), because the correction term grows twice as fast as the leading one. The inversion thus returns a charge too large by the relative amount \(q/4\), at a bending too small by \((kT/e)q/4\). For \(n\propto e^{s\beta V}\), the charge at fixed \(V\) is too large by \((1+s)q/4\). Since \(q\propto e^{\beta V}\), differentiation multiplies this by \(1+1/s\), giving
\[
\frac{\delta\bar N}{\bar N}\approx\frac{(1+s)^2}{4s}\,q .
\]
At \(E=0.15\) eV, \(q\approx0.0030\) and \(s=25.85/50\approx0.52\), which gives 0.34 %. The refined and the broadened value, \(2.389\) and \(2.381\times10^{20}\) cm\(^{-3}\)eV\(^{-1}\), differ by the same amount. The error grows as the surface Fermi level approaches the edge, and there the method fails.

**The inversion returns a broadened density**

It would be wrong to identify \(\bar N\) with the bare density of states \(N\). With the surface Fermi level at \(\mu=E_F-eV_0\), a state at \(E\) holds a hole with probability \(h=e^z/(1+e^z)\), where \(z=(E-\mu)/kT\). Differentiating the total charge with respect to \(eV_0=E_F-\mu\) gives
\[
\bar N(\mu)=\int N(\mu+kTz)\,\frac{e^z}{(1+e^z)^2}\,dz .
\]
The window is a few \(kT\) wide, and the steep tail weights its side near the edge. For one exponential tail of decay energy \(E_t\), let \(s=kT/E_t<1\) and \(t=e^z\):
\[
\frac{\bar N}{N}=\int_0^\infty\frac{t^{-s}}{(1+t)^2}\,dt=\Gamma(1-s)\Gamma(1+s)=\frac{\pi s}{\sin\pi s}.
\]
For \(E_t=50\) meV this factor is about 1.63. In the limit \(s\to0\) it tends to one. As \(s\to1\) it diverges, because the charge is then no longer governed by states near the Fermi level.

The inversion supplies an estimate of \(s\). Well away from flat band a single tail gives \(n\propto e^{eV_0/E_t}\), hence \(s=kT\bar N/n\), and one multiplies \(\bar N\) by \(\sin(\pi s)/(\pi s)\). At \(E=0.20\) eV the refined value \(9.18\times10^{19}\) cm\(^{-3}\)eV\(^{-1}\) becomes \(6.07\times10^{19}\), against a bare input of \(5.86\times10^{19}\). Over the four energies the largest remaining error is 5 % of the bare density. The correction assumes one tail, while the input has two and a band edge. Near flat band \(n\to0\) at finite \(\bar N\), so the estimated \(s\) is too large and finally exceeds one. The correction fails well before that point: at \(V_0=50\) mV the estimate is \(s\approx0.69\) and the corrected value is only half the bare density. It must not be used until \(V_0\) is several decay voltages of the dominant tail.

**What an error in flat-band voltage does**

Suppose flat band is assumed too far into accumulation by \(\delta>0\). The analyst then uses \(U-\delta\) as gate voltage, \(\sigma(\delta)\) as flat-band conductivity, and
\[
S_\delta=\int_\delta^U(u-\delta)\sigma'\,du=S(U)-S(\delta)-\delta[\sigma(U)-\sigma(\delta)] .
\]
In strong accumulation the terms taken at \(\delta\) are small, so \(S_\delta\approx S(1-g)\) with \(g=\delta\sigma/S\). With \(e^{\beta V_0}\approx\beta aS/\sigma_0\), the bending assigned to the same physical gate voltage changes by
\[
\Delta V_0=-\frac{kT}{e}\ln\frac{\sigma(\delta)}{\sigma_0}+\frac{kT}{e}\ln(1-g).
\]
The first term does not depend on \(U\) and displaces the strong-accumulation part of the energy axis rigidly. The second term grows toward low gate voltage, so the total shift is not rigid: for \(\delta=1\) V it is about \(-18\) mV at \(U=5\) V, nearly twice the first term.

The density at this gate voltage changes for a different reason. From \(dn/dV_0\propto(S/\sigma')(1-r)\), \(\delta\ln S=-g\) and \(\delta\ln U=-\delta/U\), the ratio \(r\propto S/U\) changes by the relative amount \(\delta/U-g\), and
\[
\frac{\Delta\bar N}{\bar N}\approx-g-\frac{r}{1-r}\left(\frac{\delta}{U}-g\right).
\]
For a power law \(g=\delta(m+1)/(mU)\) and \(r/(1-r)=(m-1)/2\). The sum is then \(-(\delta/U)[(m+1)/m-(m-1)/(2m)]=-\delta(m+3)/(2mU)\).

For \(\delta=1\) V at a true \(U=20\) V, inverting the displaced curve shifts \(V_0\) by \(-11.38\) mV, of which the rigid term supplies \(-9.62\) mV. The density changes by \(-4.9\) %, as the first-order formula predicts. For 2 V the figures are \(-25.3\) mV and \(-9.9\) %.

The consequence depends on how \(E_F\) is obtained. If it is held fixed, the reduced bending places each density deeper in the gap. At \(E=0.20\) eV the reported density is then too high by factors of 1.08, 1.17 and 1.45 for errors of 0.5, 1 and 2 V. If instead \(E_F\) is calculated from the same flat-band conductivity, \(\sigma_0=\sigma_{00}e^{-E_F/kT}\) with a known prefactor \(\sigma_{00}\), the assumed Fermi energy falls by \(kT\ln[\sigma(\delta)/\sigma_0]\). In \(E=E_F-eV_0\) this cancels the rigid term, and \(-kT\ln(1-g)\) remains. The factors at \(E=0.20\) eV become 0.99, 0.98 and 0.95. Deeper in the gap \(g\) is larger, and at 0.30 eV they are 0.97, 0.94 and 0.87. This rule requires absolute conductivities, and an error by a factor \(f\) in \(\sigma_{00}\) displaces the axis by \(kT\ln f\).

An error of the opposite sign reads \(\sigma_0\) from depletion, where leakage may set the current. That case was not computed.

**Why the obvious differentiation step fails**

Differentiation between neighbouring points of the sweep seems to keep the most detail. Let each current carry an independent relative error of standard deviation \(\eta\), and use three points spaced by \(h\):
\[
\sigma'\approx\frac{\sigma_+-\sigma_-}{2h},\qquad
\sigma''\approx\frac{\sigma_+-2\sigma+\sigma_-}{h^2}.
\]
For \(h\ll U\) the three absolute errors are nearly equal to \(\eta\sigma\). The standard deviations are then \(\eta\sigma/(\sqrt2h)\) for \(\sigma'\) and \(\sqrt{1+4+1}\,\eta\sigma/h^2\) for \(\sigma''\). The two errors are uncorrelated, because one combination is odd in the outer points and the other even. The integral \(S\) contributes an error of order \(\eta\), which is neglected.

The effect on the density follows from \(\ln\bar N=\text{const}-\ln\sigma'+\ln(1-r)\) and \(\delta r=r(\delta\sigma''/\sigma''-2\delta\sigma'/\sigma')\):
\[
\frac{\delta\bar N}{\bar N}=c_1\frac{\delta\sigma'}{\sigma'}-c_2\frac{\delta\sigma''}{\sigma''},\quad
c_2=\frac{r}{1-r},\quad c_1=-1+2c_2 .
\]
At small \(h\) the second derivative dominates, and the noise is \(A/h^2\) with \(A=\sqrt6\,\eta c_2\sigma/|\sigma''|\). Taylor expansion gives truncation errors \(h^2\sigma'''/6\) in \(\sigma'\) and \(h^2\sigma''''/12\) in \(\sigma''\), hence a systematic error \(Bh^2\) with
\[
B=\frac{c_1\sigma'''}{6\sigma'}-\frac{c_2\sigma''''}{12\sigma''}.
\]
The mean square error is \(A^2/h^4+B^2h^4\). Its derivative vanishes when \(A^2/h^4=B^2h^4\), so
\[
h^*=\left(\frac{A}{|B|}\right)^{1/4},\qquad \text{smallest rms error}=\sqrt{2A|B|}.
\]
Since \(A\propto\eta\), halving the noise shortens the best step by 16 % and lowers the smallest error by 29 %.

For \(\eta=0.5\) % at \(U=16\) V, \(A=0.4855\) V\(^2\) and \(B=1.793\times10^{-3}\) V\(^{-2}\). The best half-width is \((0.4855/0.001793)^{1/4}\approx4.1\) V, twenty times the sweep step of 0.2 V. In 4000 complete noisy sweeps the rms error is about 1300 % at \(h=0.2\) V, 48 % at 1 V, 12 % at 2 V and 3.9 % at 4 V, and it rises again to 7.9 % at 8 V. The smallest value lies at 4.2 V. At 8 V the leading term \(Bh^2\) would be 11 %, so the expansion is no longer accurate when \(h=U/2\).

The low error has a price in resolution. The stencil from 12 to 20 V covers more than 50 meV of surface bending. This suits the smooth tails of this example. A narrow trap level would already be broadened by the thermal window derived above, whose full width at half maximum is about \(3.5kT\approx91\) meV. Such a level also changes \(A\) and \(B\), so the best step must then be determined anew.

**Relation to real devices**

The derivation neglects contact resistance. Let a constant contact resistance make up a small fraction \(\varphi\) of the total at the gate voltage considered. The measured conductivity is then \(\sigma/(1+\rho\sigma)\approx\sigma-\rho\sigma^2\), with constant \(\rho\) and \(\rho\sigma\approx\varphi\) at this voltage. For \(\sigma\propto U^m\) the quantities \(S\), \(\sigma'\) and \(\sigma''\) change by the relative amounts \(-2\varphi(m+1)/(2m+1)\), \(-2\varphi\) and \(-2\varphi(2m-1)/(m-1)\). Inserting these in \(\bar N\propto(S/\sigma')(1-r)\), with \(r\propto S\sigma''/\sigma'^2\) at fixed \(U\) and \(r/(1-r)=(m-1)/2\), gives
\[
\frac{\Delta\bar N}{\bar N}\approx\varphi\left[3+\frac{(m-3)(m+1)}{2m+1}\right].
\]
With \(m=3.19\) the bracket is about 3.1, so a contact share of only 5 % raises the density at a given gate voltage by about 16 % to first order in \(\varphi\), and slightly more in full, before any displacement of the energy axis. A flat-band current hidden under leakage is a second difficulty: in strong accumulation, a tenfold error in \(\sigma_0\) moves \(V_0\) by \(25.85\ln10\approx60\) mV. A third limit is the continuum description of the film. The mobile holes occupy a depth of about \(kT/[eF(V_0)]\), which in the example is only 0.3 nm at 20 V and still only 1.2 nm at 5.10 V, where \(E=0.30\) eV. A molecular layer is typically 1 to 2 nm thick, so in a real organic film the potential cannot follow the calculated profile closely at any of the four energies examined above. The densities obtained there are effective parameters of the continuum model. The model also takes the mobility and the interface charge as constant. A mobility that varies with carrier density or field, as in hopping transport, or interface traps that charge with bias, would be read by the inversion as part of the bulk density of states. The noise law covers independent errors, not drift or hysteresis. The numerical output lists the remaining values.

## Computed values

```
T = 300 K, kT = 25.85 meV, E_F = 0.45 eV
film 50 nm, insulator 300 nm, relative permittivities 3 and 4
shallow tail 3.0e+21 cm^-3 eV^-1, 50 meV; deep tail 1.0e+19 cm^-3 eV^-1, 200 meV
U =  1 V: I/I_flat = 1.451, true V0 = 39.3 mV, classic V0 = 39.9 mV
U =  5 V: I/I_flat = 11.23, true V0 = 148.1 mV, classic V0 = 148.9 mV
U = 10 V: I/I_flat = 83.01, true V0 = 221.1 mV, classic V0 = 221.8 mV
U = 20 V: I/I_flat = 750.4, true V0 = 296.7 mV, classic V0 = 297.1 mV
U = 30 V: I/I_flat = 2697, true V0 = 340.4 mV, classic V0 = 340.7 mV
Densities of states in cm^-3 eV^-1:
E = 0.30 eV (U = 5.10 V): bare 9.668e+18, broadened 1.436e+19, classic 1.474e+19, refined 1.436e+19, corrected 9.947e+18
E = 0.25 eV (U = 8.23 V): bare 2.308e+19, broadened 3.562e+19, classic 3.627e+19, refined 3.563e+19, corrected 2.424e+19
E = 0.20 eV (U = 13.03 V): bare 5.863e+19, broadened 9.176e+19, classic 9.296e+19, refined 9.181e+19, corrected 6.074e+19
E = 0.15 eV (U = 20.62 V): bare 1.541e+20, broadened 2.381e+20, classic 2.410e+20, refined 2.389e+20, corrected 1.555e+20
largest error against broadened DOS, 50 nm: classic 2.67 %, refined 0.35 %
same, 100 nm film: classic 2.67 %, refined 0.35 %
largest error of corrected against bare DOS: 5.05 %
Flat-band error delta, at U = 20 V (r = 0.5140):
delta = 0.5 V: V0 shift -5.36 mV (formula -5.36, first term -4.49)
  DOS change at this gate voltage -2.46 % (first order -2.45 %)
  DOS factor at E = 0.20 eV: fixed E_F 1.076, E_F calibrated from s0 0.988
delta = 1.0 V: V0 shift -11.38 mV (formula -11.38, first term -9.62)
  DOS change at this gate voltage -4.94 % (first order -4.91 %)
  DOS factor at E = 0.20 eV: fixed E_F 1.173, E_F calibrated from s0 0.975
delta = 2.0 V: V0 shift -25.29 mV (formula -25.30, first term -21.66)
  DOS change at this gate voltage -9.93 % (first order -9.82 %)
  DOS factor at E = 0.20 eV: fixed E_F 1.448, E_F calibrated from s0 0.950
Differentiation at U = 16 V, sweep step 0.2 V, current noise 0.5 %:
local slope dln(I)/dln(U) = 3.187, r = 0.5177, c1 = 1.147, c2 = 1.073
A = 0.4855 V^2, B = 1.793e-03 V^-2, predicted best h = 4.06 V
noise at h = 1 V: sweeps 48.4 %, formula 48.6 %
truncation at h = 1 V: sweep 0.179 %, formula 0.179 %
h = 0.2 V: total rms DOS error 1306.2 %
h = 1.0 V: total rms DOS error 48.4 %
h = 2.0 V: total rms DOS error 12.0 %
h = 4.0 V: total rms DOS error 3.9 %
h = 8.0 V: total rms DOS error 7.9 %
smallest rms error 3.92 % at h = 4.2 V
```
